# Nonsymmorphic symmetry need not stick bands: the P2₁/c point (1/2, 0, 0): a program that tests the result

```python
"""
Result under test: spinless bands of space group P2_1/c (unique axis b) at the
eight invariant momenta k = (n1, n2, n3)/2.
  I = inversion, S = screw {C2 along b | 0, 1/2, 1/2}.
  S^2 = (-1)^n2 and I S = eta S I with eta = (-1)^(n2+n3).
  Irreps are two-dimensional when eta = -1, otherwise one-dimensional.
  With time reversal T only (0,0,0) and (1/2,0,0) keep single levels.
Checks: random invariant Hamiltonians on a 32-element quotient group, and a
plane-wave Hamiltonian with Gaussian wells (Hartree atomic units), with and
without a periodic vector potential that breaks T but keeps the space group.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

rng = np.random.default_rng(7)
hartree_ev = physical_constants["Hartree energy in eV"][0]
momenta = list(itertools.product((0, 1), repeat=3))   # twice k

# Operations: diagonal rotation part and translation in half lattice vectors
operations = [((1, 1, 1), (0, 0, 0)), ((-1, 1, -1), (0, 1, 1)),
              ((-1, -1, -1), (0, 0, 0)), ((1, -1, 1), (0, 1, 1))]
SCREW, INVERSION = operations[1], operations[2]

# ---------- Quotient group: lattice translations taken modulo two ----------
elements = []
for rot, half in operations:
    for n in momenta:
        elements.append((rot, tuple((h + 2 * m) % 4 for h, m in zip(half, n))))
position = {g: i for i, g in enumerate(elements)}


def multiply(g, h):
    rot = tuple(x * y for x, y in zip(g[0], h[0]))
    shift = tuple((s + r * t) % 4 for s, r, t in zip(g[1], g[0], h[1]))
    return rot, shift


identity = operations[0]
inverse = [next(j for j, h in enumerate(elements)
                if multiply(g, h) == identity) for g in elements]
difference = np.array([[position[multiply(elements[inverse[i]], h)]
                        for h in elements] for i in range(32)])


def invariant_hamiltonian(time_reversal):
    c = rng.normal(size=32).astype(complex)
    if not time_reversal:
        c += 1j * rng.normal(size=32)
    c = (c + c[inverse].conj()) / 2
    return c[difference]


def multiplicity(hamiltonian, n_k):
    """Common multiplicity of all levels in the sector of momentum n_k/2."""
    basis = np.zeros((32, 4))
    for o in range(4):
        for j, n in enumerate(momenta):
            basis[8 * o + j, o] = (-1) ** np.dot(n, n_k) / np.sqrt(8)
    assert np.allclose(hamiltonian @ basis,
                       basis @ (basis.T @ hamiltonian @ basis))
    e = np.linalg.eigvalsh(basis.T @ hamiltonian @ basis)
    cuts = np.flatnonzero(np.diff(e) > 1e-8) + 1
    sizes = {len(part) for part in np.split(e, cuts)}
    assert len(sizes) == 1
    return sizes.pop()


h_complex, h_real = invariant_hamiltonian(False), invariant_hamiltonian(True)
irrep_dim = {n: multiplicity(h_complex, n) for n in momenta}
with_t = {n: multiplicity(h_real, n) for n in momenta}
for n in momenta:
    assert irrep_dim[n] == (2 if (n[1] + n[2]) % 2 else 1)
    assert with_t[n] == (1 if n[1] == n[2] == 0 else 2)

# ---------- Model crystal ----------
a, b, c, beta_deg = 6.0, 7.0, 8.0, 105.0
depth, width, cutoff = 0.5, 1.0, 6.0
seed_site = np.array([0.13, 0.08, 0.21])
beta = np.radians(beta_deg)
cell = np.array([[a, 0, 0], [0, b, 0],
                 [c * np.cos(beta), 0, c * np.sin(beta)]])
volume = np.linalg.det(cell)
recip = 2 * np.pi * np.linalg.inv(cell).T
sites = np.array([np.array(r) * seed_site + np.array(t) / 2
                  for r, t in operations])


def potential_coefficient(g):
    g = np.asarray(g)
    g2 = np.sum((g @ recip) ** 2, axis=-1)
    structure = sum(np.exp(-2j * np.pi * (g @ s)) for s in sites)
    strength = depth * (2 * np.pi) ** 1.5 * width ** 3 / volume
    return -strength * np.exp(-g2 * width ** 2 / 2) * structure


# Fourier coefficients from a direct real-space sum over wells
m = 16
grid = np.stack(np.meshgrid(*[np.arange(m) / m] * 3, indexing="ij"), axis=-1)
v_grid = np.zeros((m, m, m))
for s in sites:
    d = grid - s
    d -= np.round(d)
    for image in itertools.product(range(-2, 3), repeat=3):
        r2 = np.sum(((d + np.array(image)) @ cell) ** 2, axis=-1)
        v_grid -= depth * np.exp(-r2 / (2 * width ** 2))
v_fft = np.fft.fftn(v_grid) / m ** 3
for g in [(1, 0, 0), (0, 1, 0), (0, 0, 1), (0, 1, 1), (1, 1, 1)]:
    assert abs(v_fft[g] - potential_coefficient(g)) < 1e-9
assert abs(v_fft[0, 1, 0]) < 1e-9 and abs(v_fft[0, 0, 1]) < 1e-9
assert abs(v_fft[1, 0, 0]) > 1e-3

# Divergence-free vector potential symmetrized over the space group
amplitude = 0.05
vector_potential = {}
for g in [(0, 1, 0), (1, 1, 0), (1, 1, 1)]:
    gc = np.array(g) @ recip
    v = np.array([0.3, 0.5, 1.0])
    v = v - gc * (gc @ v) / (gc @ gc)
    v = v / np.linalg.norm(v)
    for rot, half in operations:
        rg = tuple(r * x for r, x in zip(rot, g))
        phase = np.exp(-1j * np.pi * np.dot(rg, half))
        term = 1j * amplitude * phase * np.array(rot) * v
        vector_potential[rg] = vector_potential.get(rg, 0) + term
for g, v in vector_potential.items():
    assert np.allclose(vector_potential[tuple(-x for x in g)], v.conj())

all_g = np.array(list(itertools.product(range(-7, 8), repeat=3)))


def plane_waves(k, e_cut=cutoff):
    waves = all_g + np.array(k)
    return all_g[np.sum((waves @ recip) ** 2, axis=1) / 2 < e_cut]


def hamiltonian(k, magnetic=False, e_cut=cutoff):
    g = plane_waves(k, e_cut)
    waves = (g + np.array(k)) @ recip
    dg = g[:, None, :] - g[None, :, :]
    h = potential_coefficient(dg)
    h = h + np.diag(np.sum(waves ** 2, axis=1) / 2)
    if magnetic:
        for q, v in vector_potential.items():
            i, j = np.nonzero(np.all(dg == np.array(q), axis=2))
            h[i, j] += ((waves[i] + waves[j]) / 2) @ v
    assert np.allclose(h, h.conj().T)
    return h


def symmetry_matrix(n_k, operation):
    """Action of a space-group operation on plane waves at k = n_k/2."""
    rot, half = np.array(operation[0]), np.array(operation[1])
    twice = 2 * plane_waves(np.array(n_k) / 2) + np.array(n_k)
    lookup = {tuple(q): i for i, q in enumerate(twice)}
    matrix = np.zeros((len(twice), len(twice)), complex)
    for j, q in enumerate(twice):
        rq = rot * q
        matrix[lookup[tuple(rq)], j] = np.exp(-0.5j * np.pi * (rq @ half))
    return matrix


def pair_gaps(e):
    return e[1:8:2] - e[0:8:2]


levels, magnetic_gap, parity_trace = {}, {}, {}
square_sign, eta_sign = {}, {}
labels_x = []
for n in momenta:
    k = np.array(n) / 2
    s_mat, i_mat = symmetry_matrix(n, SCREW), symmetry_matrix(n, INVERSION)
    square_sign[n] = int(round((s_mat @ s_mat)[0, 0].real))
    product = i_mat @ s_mat
    swapped = s_mat @ i_mat
    eta_sign[n] = int(round(np.vdot(swapped, product).real / len(s_mat)))
    assert np.allclose(s_mat @ s_mat, (-1) ** n[1] * np.eye(len(s_mat)))
    assert np.allclose(product, (-1) ** (n[1] + n[2]) * swapped)
    h, h_mag = hamiltonian(k), hamiltonian(k, magnetic=True)
    for matrix in (s_mat, i_mat):
        assert np.allclose(h @ matrix, matrix @ h)
        assert np.allclose(h_mag @ matrix, matrix @ h_mag)
    e, u = np.linalg.eigh(h)
    em, um = np.linalg.eigh(h_mag)
    levels[n], magnetic_gap[n] = e, em[1] - em[0]
    if with_t[n] == 2:
        assert pair_gaps(e).max() < 1e-10
        assert (e[2:8:2] - e[1:7:2]).min() > 1e-6   # no fourfold levels
        for p in range(0, 8, 2):
            pair = u[:, p:p + 2]
            trace_i = np.trace(pair.conj().T @ i_mat @ pair)
            trace_s = np.trace(pair.conj().T @ s_mat @ pair)
            expected = 0 if eta_sign[n] == -1 else 2
            assert abs(abs(trace_i) - expected) < 1e-7
            assert abs(trace_s) < 1e-7
            if p == 0:
                parity_trace[n] = int(round(trace_i.real))
    else:
        assert np.diff(e[:8]).min() > 1e-6
    if irrep_dim[n] == 2:
        assert pair_gaps(em).max() < 1e-10
    else:
        assert np.diff(em[:8]).min() > 1e-6
        for j in range(8):
            value = np.vdot(um[:, j], s_mat @ um[:, j])
            part = value.imag if n[1] else value.real
            assert abs(abs(part) - 1) < 1e-6
    if n == (1, 0, 0):
        for j in range(4):
            pi = np.vdot(u[:, j], i_mat @ u[:, j]).real
            ps = np.vdot(u[:, j], s_mat @ u[:, j]).real
            assert abs(abs(pi) - 1) < 1e-6 and abs(abs(ps) - 1) < 1e-6
            labels_x.append((int(round(pi)), int(round(ps))))

# (1/2,0,0) lies on the surface of the first Brillouin zone of this cell
x_point = np.array([0.5, 0, 0])
distances = np.linalg.norm((x_point - all_g) @ recip, axis=1)
assert np.linalg.norm(x_point @ recip) <= distances.min() + 1e-12

# General points on the three boundary planes and on one line
general_points = [((0.17, 0.5, 0.29), True), ((0.5, 0.23, 0.29), False),
                  ((0.17, 0.23, 0.5), False), ((0.17, 0.0, 0.5), False)]
general_gaps = []
for k, stuck in general_points:
    e = np.linalg.eigvalsh(hamiltonian(k))
    if stuck:
        assert pair_gaps(e).max() < 1e-10
        em = np.linalg.eigvalsh(hamiltonian(k, magnetic=True))
        assert pair_gaps(em).min() > 1e-6
    else:
        assert np.diff(e[:8]).min() > 1e-6
    general_gaps.append(e[1] - e[0])

e_x = levels[(1, 0, 0)]
gap_x = e_x[1] - e_x[0]
estimate = 2 * abs(potential_coefficient((1, 0, 0)))
e_large = np.linalg.eigvalsh(hamiltonian(x_point, e_cut=9.0))
cutoff_change = np.max(np.abs(e_large[:4] - e_x[:4]))
assert cutoff_change < 1e-3


def name(n):
    return "(" + ",".join("1/2" if x else "0" for x in n) + ")"


print(f"Cell a, b, c = {a}, {b}, {c} bohr; beta = {beta_deg} deg")
print(f"Cell volume = {volume:.3f} bohr^3")
print(f"Well depth = {depth} hartree, width = {width} bohr")
print("Seed site (fractional) =", seed_site.tolist())
print(f"Plane-wave cutoff = {cutoff} hartree;",
      f"waves at (1/2,0,0): {len(plane_waves(x_point))}")
print("Symmetry: k, S^2, eta, irrep dim, number of irreps, deg. with T")
for n in momenta:
    d = irrep_dim[n]
    print(f"{name(n):14s} {square_sign[n]:+d} {eta_sign[n]:+d}",
          f"{d} {4 // d ** 2} {with_t[n]}")
print("Lowest four levels with T (hartree)")
for n in momenta:
    print(f"{name(n):14s}", " ".join(f"{x:9.6f}" for x in levels[n][:4]))
print("Sum of the two parities in the lowest doublet, with T")
for n in parity_trace:
    print(f"{name(n):14s} {parity_trace[n]:+d}")
print("Labels (I, S) of the lowest four levels at (1/2,0,0):")
print(labels_x)
for g in [(1, 0, 0), (0, 1, 0), (0, 0, 1)]:
    value = potential_coefficient(g).real
    print(f"V{g} = {round(value, 6) + 0.0:.6f} hartree")
print(f"Lowest splitting at (1/2,0,0) = {gap_x:.6f} hartree",
      f"= {gap_x * hartree_ev:.4f} eV")
print(f"Two-wave estimate 2|V100| = {estimate:.6f} hartree")
print(f"Level change for cutoff 9 hartree = {cutoff_change:.1e} hartree")
print("Lowest pair splitting at general points, with T (hartree)")
for (k, _), gap in zip(general_points, general_gaps):
    print(k, f"{abs(gap):.6f}")
print(f"Vector-potential seed amplitude = {amplitude} a.u.")
print("Lowest pair splitting with T broken (hartree)")
for n in momenta:
    print(f"{name(n):14s} {abs(magnetic_gap[n]):.6f}")
print("success")
```

It prints:

```
Cell a, b, c = 6.0, 7.0, 8.0 bohr; beta = 105.0 deg
Cell volume = 324.551 bohr^3
Well depth = 0.5 hartree, width = 1.0 bohr
Seed site (fractional) = [0.13, 0.08, 0.21]
Plane-wave cutoff = 6.0 hartree; waves at (1/2,0,0): 228
Symmetry: k, S^2, eta, irrep dim, number of irreps, deg. with T
(0,0,0)        +1 +1 1 4 1
(0,0,1/2)      +1 -1 2 1 2
(0,1/2,0)      -1 -1 2 1 2
(0,1/2,1/2)    -1 +1 1 4 2
(1/2,0,0)      +1 +1 1 4 1
(1/2,0,1/2)    +1 -1 2 1 2
(1/2,1/2,0)    -1 -1 2 1 2
(1/2,1/2,1/2)  -1 +1 1 4 2
Lowest four levels with T (hartree)
(0,0,0)        -0.108020  0.194870  0.233103  0.292385
(0,0,1/2)      -0.026351 -0.026351  0.341446  0.341446
(0,1/2,0)      -0.008454 -0.008454  0.291718  0.291718
(0,1/2,1/2)     0.061375  0.061375  0.086400  0.086400
(1/2,0,0)       0.002539  0.080556  0.235990  0.246741
(1/2,0,1/2)     0.053627  0.053627  0.192136  0.192136
(1/2,1/2,0)     0.098738  0.098738  0.182177  0.182177
(1/2,1/2,1/2)   0.127035  0.127035  0.184727  0.184727
Sum of the two parities in the lowest doublet, with T
(0,0,1/2)      +0
(0,1/2,0)      +0
(0,1/2,1/2)    +2
(1/2,0,1/2)    +0
(1/2,1/2,0)    +0
(1/2,1/2,1/2)  +2
Labels (I, S) of the lowest four levels at (1/2,0,0):
[(1, 1), (-1, -1), (-1, 1), (1, -1)]
V(1, 0, 0) = -0.036914 hartree
V(0, 1, 0) = 0.000000 hartree
V(0, 0, 1) = 0.000000 hartree
Lowest splitting at (1/2,0,0) = 0.078017 hartree = 2.1229 eV
Two-wave estimate 2|V100| = 0.073829 hartree
Level change for cutoff 9 hartree = 4.5e-06 hartree
Lowest pair splitting at general points, with T (hartree)
(0.17, 0.5, 0.29) 0.000000
(0.5, 0.23, 0.29) 0.094411
(0.17, 0.23, 0.5) 0.036592
(0.17, 0.0, 0.5) 0.036719
Vector-potential seed amplitude = 0.05 a.u.
Lowest pair splitting with T broken (hartree)
(0,0,0)        0.262517
(0,0,1/2)      0.000000
(0,1/2,0)      0.000000
(0,1/2,1/2)    0.023085
(1/2,0,0)      0.077326
(1/2,0,1/2)    0.000000
(1/2,1/2,0)    0.000000
(1/2,1/2,1/2)  0.044364
success
```
